# Dipole-Limit Lorentzian and Relativistic Characteristic Angle in Electron Energy Loss, part 2

A fast electron excites an atom from state $i$ to an orthogonal state $f$ and is deflected by the angle $\theta$. The problem is the angular distribution of the scattered electrons. Atomic units are used in the algebra: the electron mass, the elementary charge, $\hbar$ and $4\pi\varepsilon_0$ are one, and $c=1/\alpha$, with $\alpha$ the fine-structure constant.

The electron has kinetic energy $T_0$ and total energy $W_0=T_0+c^2$, and after losing $E$ it has $W_1=W_0-E$. Its wave vectors before and after are $\mathbf k_0$ and $\mathbf k_1$, its speeds $v_0=v$ and $v_1$, and $\mathbf q=\mathbf k_0-\mathbf k_1$. Also $\beta=v/c$ and $\gamma=(1-\beta^2)^{-1/2}$.

With atomic electrons at $\mathbf r_j$ from the nucleus, $F=\langle f|\sum_j e^{i\mathbf q\cdot\mathbf r_j}|i\rangle$ and $\mathbf D=\langle f|\sum_j\mathbf r_j|i\rangle$. As a factor, $f$ is the oscillator strength. First-order scattering through the instantaneous Coulomb interaction (the golden rule) gives

$$\frac{d\sigma}{d\Omega}=\frac{2\pi}{v_0}\,\frac{16\pi^2}{q^4}\,S|F|^2\,\frac{k_1^2}{(2\pi)^3v_1}
=\frac{4k_1^2}{v_0v_1}\,\frac{S|F|^2}{q^4},$$

where $4\pi/q^2$ is the Coulomb transform, which becomes $4\pi/(q^2+\mu^2)$ for a potential screened by $e^{-\mu r}$. The spin factor of the fast electron is

$$S=1+\frac{E^2-c^2q^2}{4W_0W_1}.$$

In the dipole limit, averaged over orientation,

$$\overline{|F|^2}=\frac{q^2|\mathbf D|^2}{3}=\frac{q^2f}{2E}.$$

For small losses and angles, with $S=1$, this leads to

$$\frac{d\sigma}{d\Omega}=\frac{2f}{E v^2}\,\frac{1}{\theta^2+\theta_E^2},\qquad
\theta_E=\frac{E}{\gamma v^2}=\frac{E\,(T_0+c^2)}{T_0\,(T_0+2c^2)}.$$

For a slow electron, $\theta_E$ becomes $E/(2T_0)$. Before the small-loss approximation, the characteristic angle is

$$\theta_{\min}=\frac{k_0-k_1}{\sqrt{k_0k_1}} .$$

For a single dipole along the beam, the angular factor is instead $\theta_E^2/(\theta^2+\theta_E^2)^2$, which falls to half its forward value at $\theta=\theta_E(\sqrt2-1)^{1/2}\approx0.64\,\theta_E$.

## Collected signal, retardation and a carbon film

The second half uses the following symbols and results. A fast electron of kinetic energy $T_0$, speed $v=\beta c$, Lorentz factor $\gamma$ and wave number $k_0=\gamma v$ loses the energy $E$ to an atom of oscillator strength $f$. At small angles the momentum transfer is $q=k_0(\theta^2+\theta_E^2)^{1/2}$, with components $k_0\theta$ across the beam and $k_0\theta_E=E/v$ along it. For an orientation-averaged dipole transition and an instantaneous Coulomb interaction,

$$\frac{d\sigma}{d\Omega}=\frac{2f}{Ev^2}\,\frac1{\theta^2+\theta_E^2},\qquad \theta_E=\frac{E}{\gamma v^2}.$$

The intensity per solid angle falls to half its forward value at $\theta=\theta_E$. The number of electrons per interval of polar angle carries a further factor $2\pi\theta$. The derivative of $\theta/(\theta^2+\theta_E^2)$ is proportional to $\theta_E^2-\theta^2$, so $\theta_E$ is also the most probable polar angle.

A detector that accepts angles up to $\theta_c$ collects

$$\sigma(\theta_c)=\frac{2f}{Ev^2}\int_0^{\theta_c}\frac{2\pi\theta\,d\theta}{\theta^2+\theta_E^2}
=\frac{2\pi f}{Ev^2}\ln\!\left(1+\frac{\theta_c^2}{\theta_E^2}\right).$$

The angle $\theta_h$ that holds half of this signal satisfies $\ln(1+\theta_h^2/\theta_E^2)=\tfrac12\ln(1+\theta_c^2/\theta_E^2)$. Exponentiating gives

$$\theta_h=\theta_E\left[\sqrt{1+\theta_c^2/\theta_E^2}-1\right]^{1/2}.$$

For a wide aperture $\theta_h\approx\sqrt{\theta_E\theta_c}$. The tail of the Lorentzian carries much of the signal, and the logarithm keeps growing with $\theta_c$ as long as the small-angle dipole form holds.

Consider an amorphous carbon film, 20 nm thick, in a microscope at 200 kV. The loss is 300 eV, near the carbon K edge at roughly 0.3 keV, and the collection semi-angle is 10 mrad. The electron rest energy is 511 keV, so

$$\theta_E=\frac{0.300\times711}{200\times1222}=0.873\ \text{mrad}.$$

The slow-electron expression gives 0.750 mrad, and the ratio is 1.16. With the loss held at 300 eV, $\theta_E$ is 2.64 mrad at 60 kV, 1.63 mrad at 100 kV and 0.613 mrad at 300 kV. Half of the dipole signal inside 10 mrad lies within

$$\theta_h=0.873\,\big[\sqrt{1+(10/0.873)^2}-1\big]^{1/2}=2.83\ \text{mrad}.$$

The absolute scale and the range of the dipole limit need orbitals. Take a free carbon atom with frozen Slater-rule orbitals,

$$\psi_{1s}=\sqrt{a^3/\pi}\,e^{-ar},\qquad \psi_{2p_z}=\sqrt{b^5/\pi}\,z\,e^{-br}.$$

The rules give effective charges 5.70 for 1s and 3.25 for 2p. Dividing by the principal quantum number gives the exponents $a=10.771$ and $b=3.071$ per angstrom, with sum $s=a+b=13.84$ per angstrom. For $\mathbf q$ along $z$, differentiate the screened Coulomb transform $4\pi/(q^2+s^2)$ with respect to $s$ and change the sign:

$$\int e^{iqz}e^{-sr}\,d^3r=\frac{8\pi s}{(q^2+s^2)^2}.$$

Applying $-i\,d/dq$ brings down the factor $z$ and gives $32\pi i\,sq/(q^2+s^2)^3$. Multiplying by the normalization constants,

$$|F|=\frac{qd}{(1+q^2/s^2)^3},\qquad d=\frac{32\sqrt{a^3b^5}}{s^5}=0.0368\ \text{angstrom}.$$

The 2p orbitals perpendicular to $\mathbf q$ do not contribute, because they are odd under a reflection that leaves $e^{i\mathbf q\cdot\mathbf r}$ unchanged.

Carbon has two 2p electrons and therefore four vacant 2p spin-orbitals, each reached from the 1s electron of the same spin. Each has the orientation average $q^2d^2/3$ in the dipole limit, so $\overline{|F|^2}=\tfrac43q^2d^2$. Setting this equal to $q^2f/(2E)$ gives $f=\tfrac83Ed^2$. In ordinary units the product is divided by $\hbar^2/m=7.62$ eV angstrom$^2$:

$$f=\frac{8}{3}\,\frac{300\times0.0368^2}{7.62}=0.142 .$$

The speed is $v=0.6953\,c$, or 95.3 atomic units, and the loss is 11.02 atomic units. The logarithm is $\ln(1+131.3)=4.89$, and one squared bohr is 0.280 angstrom$^2$. Hence

$$\sigma=\frac{2\pi\times0.142}{11.02\times95.3^2}\times4.89\times0.280
=1.22\times10^{-5}\ \text{angstrom}^2 .$$

A density of 2.0 g/cm$^3$ and a molar mass of 12 g/mol give 0.100 atoms per cubic angstrom, or 20.1 atoms per square angstrom in the film. The probability of this loss with scattering into the aperture is therefore $2.4\times10^{-4}$ per incident electron.

The orbital model also shows where the dipole limit fails for this one transition; the numbers depend on the shape of the orbitals, and non-dipole transitions to other final states are not included. It multiplies the Lorentzian by $(1+q^2/s^2)^{-6}$. At 10 mrad, $q=250.5\times0.01004=2.51$ per angstrom, and the factor lowers the intensity by 17.7 %. The reduction reaches 10 % at 7.3 mrad. For the collected signal, the first-order estimate replaces the factor by $1-6q^2/s^2$. The factor $q^2$ cancels the Lorentzian denominator, and the relative loss is $6k_0^2\theta_c^2/(s^2\times4.89)=4.0\,\%$. The calculation with the full factor gives 3.8 %.

The same factor slightly narrows the distribution. Define $\epsilon=6k_0^2\theta_E^2/s^2=0.0015$. To first order, the half width satisfies $(1-\epsilon x^2)/(1+x^2)=\tfrac12$ with $x=\theta/\theta_{\min}$, hence $x=1-\epsilon$. For the most probable angle, setting the logarithmic derivative of $x\,e^{-\epsilon x^2}/(1+x^2)$ to zero gives $x=1-2\epsilon$. With $\theta_{\min}=0.8733$ mrad these are 0.8720 and 0.8707 mrad. A direct evaluation with Dirac spinors, vector momentum transfer and the spatial integral for $F$ gives the same two values, still for the instantaneous interaction.

A larger correction near the centre comes from retardation. The Lorentzian contains relativistic kinematics, but its interaction is instantaneous. To include the finite speed of light, treat the fast electron as a charge of unit magnitude moving uniformly with velocity $\mathbf v$; its sign does not affect the intensity. For a field component $e^{i(\mathbf q\cdot\mathbf r-\omega t)}$, the potentials in the Lorenz gauge obey

$$\left(q^2-\frac{\omega^2}{c^2}\right)\phi=4\pi\rho,\qquad \mathbf A=\frac{\mathbf v}{c^2}\phi,\qquad \rho=2\pi\,\delta(\omega-\mathbf q\cdot\mathbf v).$$

The electric field is $-\nabla\phi-\partial\mathbf A/\partial t$, which becomes $-i\phi\,(\mathbf q-\omega\mathbf v/c^2)$. The delta function fixes the component of $\mathbf q$ along the beam at $\omega/v$. Integrating over that component leaves a factor $4\pi/v$, so the field at impact parameter $\mathbf b$ is

$$\mathbf E(\mathbf b,\omega)=\int\frac{d^2q_\perp}{(2\pi)^2}\,e^{i\mathbf q_\perp\cdot\mathbf b}\,
\frac{-4\pi i}{v}\,\frac{\mathbf q-\omega\mathbf v/c^2}{q^2-\omega^2/c^2}.$$

In first-order time-dependent perturbation theory, the dipole $\mathbf D$ is excited with probability $|\mathbf D\cdot\mathbf E(\mathbf b,\omega)|^2$ at $\omega=E$. Integrating over $\mathbf b$ gives the cross section, and Parseval's theorem turns it into an integral over $\mathbf q_\perp$. With $d^2q_\perp=k_0^2\,d\Omega$,

$$\frac{d\sigma}{d\Omega}=\frac{4k_0^2}{v^2}\,
\left|\frac{(\mathbf q-\omega\mathbf v/c^2)\cdot\mathbf D}{q^2-\omega^2/c^2}\right|^2 .$$

For $c\to\infty$ in the interaction this reduces to $4k_0^2|\mathbf q\cdot\mathbf D|^2/(v^2q^4)$, the golden-rule result, with the same prefactor.

The component of the numerator vector along the beam is $(\omega/v)(1-\beta^2)=k_0\theta_E/\gamma^2$, and the transverse one is $k_0\theta$. In the denominator, $\omega^2/c^2=\beta^2k_0^2\theta_E^2$, which leaves $k_0^2(\theta^2+\theta_E^2/\gamma^2)$. After the orientation average, the ratio to the unretarded Lorentzian is

$$R=\frac{(\theta^2+\theta_E^2/\gamma^4)(\theta^2+\theta_E^2)}{(\theta^2+\theta_E^2/\gamma^2)^2}.$$

The numerator minus the denominator is $\theta^2\theta_E^2(1+\gamma^{-4}-2\gamma^{-2})=\theta^2\theta_E^2(1-\gamma^{-2})^2$. Since $1-\gamma^{-2}=\beta^2$,

$$R=1+\frac{\beta^4\theta_E^2\theta^2}{(\theta^2+\theta_E^2/\gamma^2)^2}.$$

The factor is one in the forward direction and tends to one at large angles. A function $y/(y+A)^2$ has its maximum $1/(4A)$ at $y=A$. The largest excess is therefore $\beta^4\gamma^2/4$, at $\theta=\theta_E/\gamma$. At 200 kV this is 11.3 % at 0.627 mrad. Retardation also moves the two angles found above. The retarded intensity is proportional to $(\theta^2+\theta_E^2/\gamma^4)/(\theta^2+\theta_E^2/\gamma^2)^2$. Setting it to half its forward value gives $\theta=\theta_E\big[\beta^2+\sqrt{\beta^4+\gamma^{-4}}\big]^{1/2}$, or 0.95 mrad, and the most probable polar angle becomes 0.83 mrad. The excess grows as $\gamma^2$ at high energy, where the simple Lorentzian no longer describes the central region.

For the collected signal, set $w=\theta^2/\theta_E^2$ and $g=1/\gamma^2$. The addition to the logarithm for a wide aperture is

$$\beta^4\!\int_0^\infty\!\frac{w\,dw}{(w+1)(w+g)^2}
=\int_0^\infty\!\left[\frac{1}{w+g}-\frac1{w+1}-\frac{g\beta^2}{(w+g)^2}\right]dw
=\ln\gamma^2-\beta^2 .$$

Its value is 0.177, or 3.6 % of 4.89. The integral up to 10 mrad also gives 3.6 %. In this example the retardation gain and the non-dipole loss nearly cancel in the total signal, but they act at different angles. The vacuum form of $R$ assumes a dielectric function close to one. A free-electron estimate, which leaves out the resonance at the edge itself, gives $1-(23.5/300)^2$, within 0.7 % of one. A change of 1 % in its real part would scale the whole intensity by about 2 % through the screening of the field. It would alter the ratio of retarded to unretarded intensity, both taken in the medium, by less than 0.004 in this example. It should not be carried over to valence losses, where the dielectric function can be far from one.

Other neglected effects concern the instrument and the film. The spin factor changes the intensity at 10 mrad by about 0.001 %. Uniform illumination over a semi-angle $\theta_i$ averages the Lorentzian over a disk and multiplies its central value by $\ln(1+x)/x$, with $x=\theta_i^2/\theta_E^2$. For 0.1 mrad the reduction is 0.65 %.

Elastic scattering can be estimated with a screened nuclear potential $-Ze^{-\mu r}/r$, where $\mu=Z^{1/3}$ per bohr is a model choice. Replacing $4\pi/q^2$ by $4\pi Z/(q^2+\mu^2)$ in the golden rule and integrating over small angles gives

$$\sigma_{\rm el}=4\gamma^2Z^2\int_0^\infty\frac{\pi\,du}{(k_0^2u+\mu^2)^2}=\frac{4\pi Z^2}{v^2\mu^2},\qquad u=\theta^2 .$$

The mean free path is 236 nm, so 8.1 % of the electrons scatter elastically in 20 nm. The screening angle $\mu/k_0$ is 13.7 mrad, larger than the aperture, so such events can carry electrons out of the collected cone.

For plasmons, place the strength of four valence electrons per atom at the free-electron plasmon energy of 23.5 eV. With a cutoff where the plasmon phase speed equals the Fermi speed, 5.4 mrad here, the aperture formula gives a mean free path of 127 nm. About 15 % of the electrons then excite a plasmon in the film. An electron that also suffers the core loss appears near 324 eV instead of 300 eV.

The voltage, aperture, thickness, density and illumination angle are round values chosen for the example. The cross section is not that of a complete K edge. It contains one group of frozen-orbital transitions, whose strength can change by tens of percent when self-consistent orbitals replace the Slater-rule ones, and it leaves out core-hole relaxation, bonding and the continuum; a measured edge integrated over a wide energy window includes continuum strength as well. The characteristic angle does not depend on these details once the loss is fixed. In oriented graphite the orientation average can fail. For a final state whose dipole lies along the beam, the unretarded half width would be $0.64\,\theta_E$, or 0.56 mrad in place of 0.87 mrad. Retardation changes this width strongly: the field component along the beam gives an intensity proportional to $(\theta^2+\theta_E^2/\gamma^2)^{-2}$, so the half width becomes $0.64\,\theta_E/\gamma$, or 0.40 mrad. The numerical output below lists the values for the example.

## Computed results

```
beam kinetic energy            200 keV
energy loss                    300 eV
collection semi-angle          10.0 mrad
illumination semi-angle        0.1 mrad
film thickness                 20 nm
film density                   2.0 g/cm3
v/c                            0.6953
gamma                          1.3914
wave number k0                 250.53 1/angstrom
smallest q = k0-k1             0.2187 1/angstrom
theta_E                        0.8727 mrad
(k0-k1)/sqrt(k0 k1)            0.8733 mrad
slow-electron E/(2 T0)         0.7500 mrad
theta_E / slow-electron value  1.1637
theta_E at  60 keV             2.6386 mrad
theta_E at 100 keV             1.6337 mrad
theta_E at 300 keV             0.6135 mrad
half width, full calculation   0.8720 mrad
most probable polar angle      0.8707 mrad
1s Slater exponent             10.771 1/angstrom
2p Slater exponent             3.071 1/angstrom
dipole matrix element          0.03678 angstrom
oscillator strength per atom   0.1421
dsigma/dOmega at theta=0       1.0435 angstrom2/sr
sigma inside aperture          1.2198e-05 angstrom2
half-signal angle              2.828 mrad
edge-loss probability in film  2.449e-04
neglected effects:
retardation, largest excess    11.31 %
  at angle theta_E/gamma       0.6273 mrad
retardation, aperture signal   +3.59 %
non-dipole, at aperture edge   -17.7 %
non-dipole, aperture signal    -3.80 %
non-dipole loss is 10 % at     7.30 mrad
spin factor, aperture edge     -0.00121 %
convergence, central intensity -0.65 %
free-electron plasmon energy   23.5 eV
1 - epsilon at the loss        0.0062
elastic mean free path         236 nm
elastic screening angle        13.7 mrad
elastically scattered in film  8.1 %
plasmon cutoff angle           5.40 mrad
plasmon theta_E                0.0684 mrad
plasmon mean free path         127 nm
plasmon-scattered in film      14.5 %
```
